\section*{Two-terminal resistance of a square Hall plate by duality, part 1}

(Sections cited here and not found follow in the second part.)

\section{The conduction problem and its dual}

A flat conducting sheet fills the square $0<x<L$, $0<y<L$. A uniform magnetic field $B$ points along $+z$, out of the sheet. Metal electrodes cover the whole of the sides $x=0$ and $x=L$; the sides $y=0$ and $y=L$ are free edges, through which no current passes. The electrode at $x=0$ is held at potential $V>0$ and the one at $x=L$ at potential zero. A steady current $I$ flows from the first to the second, and the same two electrodes serve to measure the voltage. The quantity sought is the two-terminal resistance $R=V/I$.

The sheet is uniform, isotropic in its plane and ohmic. With $\mathbf J$ the current per unit width, its local law is
\begin{equation}
E_x=\rho_{xx}J_x+\rho_{xy}J_y,\qquad
E_y=-\rho_{xy}J_x+\rho_{xx}J_y,\qquad \rho_{xx}>0 .
\label{law}
\end{equation}
Both resistivities are in ohms and may depend on $B$ in any way. The electrodes are ideal: each is an equipotential, and no voltage is lost between metal and sheet.

The sign convention can be fixed with the Drude model. Electrons of charge $-e$, mass $m$, density $n$ per area, relaxation time $\tau$ and mean velocity $\mathbf v$ obey the steady force balance $-e(\mathbf E+\mathbf v\times\mathbf B)-m\mathbf v/\tau=0$. Since $\mathbf J=-ne\mathbf v$, inserting $\mathbf v=-\mathbf J/(ne)$ gives
\begin{equation}
\mathbf E=-\mathbf v\times\mathbf B-\frac{m\mathbf v}{e\tau}
=\frac{\mathbf J\times\mathbf B}{ne}+\frac{m}{ne^2\tau}\,\mathbf J .
\end{equation}
Here $\mathbf J\times\mathbf B=(J_yB,-J_xB)$, so comparison with (\ref{law}) yields $\rho_{xy}=B/(ne)$ and $\rho_{xx}=m/(ne^2\tau)=1/(ne\mu)$, with mobility $\mu=e\tau/m$. The Drude model will serve in the example; the derivation needs (\ref{law}) alone.

\subsection*{(a) Set up the boundary-value problem}

\textit{Write the field equations and boundary conditions. Show that the voltage and the current do not depend on the line along which they are evaluated, and write the local law with the quarter-turn matrix.}

\textbf{Solution.} In the steady state charge does not accumulate and the electric field is a gradient:
\begin{equation}
\partial_xJ_x+\partial_yJ_y=0,\qquad
\partial_xE_y-\partial_yE_x=0,\qquad \mathbf E=-\nabla\phi .
\label{field}
\end{equation}
The potential is constant along an electrode, and no current crosses a free edge:
\begin{equation}
E_y=0\ \text{ on } x=0,L;\qquad J_y=0\ \text{ on } y=0,L .
\label{bc}
\end{equation}
At any height $y$ the voltage is $V=\int_0^LE_x\,dx$, because $E_x=-\partial_x\phi$ and the end potentials are $V$ and $0$. The current through a vertical line is $I=\int_0^LJ_x\,dy$. It does not depend on $x$, since
\begin{equation}
\frac{dI}{dx}=\int_0^L\partial_xJ_x\,dy=-\int_0^L\partial_yJ_y\,dy
=J_y(x,0)-J_y(x,L)=0 .
\end{equation}

Let $\varepsilon$ turn a vector by $90^\circ$ counterclockwise:
\begin{equation}
\varepsilon=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad
\varepsilon\begin{pmatrix}a\\b\end{pmatrix}=\begin{pmatrix}-b\\a\end{pmatrix},
\qquad \varepsilon^2=-1,\qquad \varepsilon^{T}=-\varepsilon .
\end{equation}
The law (\ref{law}) is then $\mathbf E=\rho\mathbf J$ with
\begin{equation}
\rho=\rho_{xx}-\rho_{xy}\,\varepsilon,\qquad
\rho^T=\rho_{xx}+\rho_{xy}\,\varepsilon .
\end{equation}
The transpose is the resistivity with the sign of $\rho_{xy}$ changed. If $\rho_{xx}$ is even and $\rho_{xy}$ odd in $B$, as in the Drude model, it describes the same sheet in the reversed field. Multiplying the two matrices, the terms linear in $\varepsilon$ cancel and $-\rho_{xy}^2\varepsilon^2=\rho_{xy}^2$, so
\begin{equation}
\rho\rho^T=\Delta,\qquad \Delta=\rho_{xx}^2+\rho_{xy}^2,\qquad
\rho^{-1}=\frac{\rho^T}{\Delta}.
\label{inverse}
\end{equation}

In complex notation $\varepsilon$ is multiplication by $i$. Hence
\begin{equation}
E_x+iE_y=(\rho_{xx}-i\rho_{xy})(J_x+iJ_y)
=\sqrt{\Delta}\,e^{-i\theta}(J_x+iJ_y),\qquad
\tan\theta=\frac{\rho_{xy}}{\rho_{xx}} .
\label{turn}
\end{equation}
The field is turned from the current by the Hall angle $\theta$, clockwise if $\rho_{xy}>0$. Since $\rho_{xx}>0$, $|\theta|<\pi/2$.

At a free edge the current runs along the edge, so the field must be tilted by $\theta$ from it. At an electrode the field is normal to the metal, so the current is tilted. These two demands cannot both be met by a uniform field when $\theta\neq0$. The current pattern is therefore distorted, and $R$ cannot be read off from (\ref{law}) by setting $J_y=0$.

\subsection*{(b) Show that a solution exists and is unique}

\textit{The fields may become large at the corners, where an electrode meets a free edge. Construct a solution, find how it behaves there, and show that no second one has the same voltage.}

\textbf{Solution.} From (\ref{inverse}), $\mathbf J=(\rho_{xx}\mathbf E+\rho_{xy}\varepsilon\mathbf E)/\Delta$. The divergence of $\varepsilon\mathbf E=(-E_y,E_x)$ is $-\partial_xE_y+\partial_yE_x=0$ by (\ref{field}). With $\nabla\cdot\mathbf J=0$ and $\rho_{xx}>0$ this leaves $\nabla\cdot\mathbf E=0$. The function
\begin{equation}
F=E_x-iE_y
\end{equation}
therefore has real part $u=E_x$ and imaginary part $v=-E_y$ with $\partial_xu=\partial_yv$ and $\partial_yu=-\partial_xv$. These are the Cauchy--Riemann equations, so $F$ is an analytic function of $z=x+iy$.

The boundary conditions fix its phase. On an electrode $E_y=0$ and $F$ is real. On a free edge $\mathbf J$ is along $\pm x$, so by (\ref{turn}) $\mathbf E$ has direction $-\theta$ up to a half-turn, and $F$ is a real number times $e^{i\theta}$.

By the Riemann mapping theorem an analytic function $\zeta(z)$ maps the square onto the upper half-plane. It can be chosen to take the corners $(0,0)$, $(L,0)$, $(L,L)$, $(0,L)$ to finite real numbers $c_1<c_2<c_3<c_4$. The free edges become the intervals $c_1c_2$ and $c_3c_4$. Consider
\begin{equation}
F=C\,h^{-\theta/\pi},\qquad
h=\frac{(\zeta-c_1)(\zeta-c_3)}{(\zeta-c_2)(\zeta-c_4)},\qquad C>0,
\label{solution}
\end{equation}
with each $\arg(\zeta-c_k)$ taken between $0$ and $\pi$. Then
\begin{equation}
-\arg h=\bigl[\arg(\zeta-c_2)-\arg(\zeta-c_1)\bigr]
+\bigl[\arg(\zeta-c_4)-\arg(\zeta-c_3)\bigr].
\end{equation}
Each bracket is the angle under which one of the two intervals is seen from $\zeta$. The intervals do not overlap, so the sum lies between $0$ and $\pi$ inside the half-plane. On the real axis it equals $\pi$ when $\zeta$ lies on one of the intervals and $0$ when it lies on neither. Thus $\arg F=-(\theta/\pi)\arg h$ is $\theta$ on the free edges and $0$ on the electrodes, as required.

Inside the square $\arg F$ lies between $0$ and $\theta$. Because $\mathbf E$ has direction $-\arg F$, its direction lies between $-\theta$ and $0$, and that of $\mathbf J$ between $0$ and $\theta$. Consequently $E_x>0$ and $J_x>0$ everywhere inside. The voltage and current are positive, and $C$ can be adjusted to give any chosen $V$.

At a corner the map turns a right angle into a straight boundary. Hence $\zeta-c_1$ is proportional to $z^2$ at leading order near $(0,0)$. With $r$ the distance from the corner,
\begin{equation}
|\mathbf E|\propto r^{-\beta},\qquad \beta=\frac{2\theta}{\pi}
\qquad\text{near }(0,0)\text{ and }(L,L).
\label{corner}
\end{equation}
At the other two corners $c_k$ stands in the denominator of $h$, and $|\mathbf E|\propto r^{+\beta}$. For $\rho_{xy}>0$ the first pair is therefore hot and the second cold; for $\rho_{xy}<0$ they exchange roles. Since $|\beta|<1$, the integral of $|\mathbf E|^2r\,dr$, and with it the power, is finite at the corners.

For uniqueness, admit all fields that are regular on the open sides and grow at the corners no faster than $r^{-\gamma}$ with some $\gamma<1$. Suppose that two such solutions have the same $V$. Their difference, written $\delta\phi,\delta\mathbf E,\delta\mathbf J$, satisfies the same linear equations with $\delta\phi=0$ on both electrodes. Since $\nabla\cdot\delta\mathbf J=0$,
\begin{equation}
\int\delta\mathbf E\cdot\delta\mathbf J\,dA
=-\int\nabla\cdot(\delta\phi\,\delta\mathbf J)\,dA
=-\oint\delta\phi\,\delta\mathbf J\cdot\mathbf n\,dl=0 .
\label{unique}
\end{equation}
On the electrodes the first factor vanishes, on the free edges the second. The corners are first cut off by arcs of radius $r$. There $\delta\phi$ is bounded and the arc contributes at most a constant times $r\cdot r^{-\gamma}$, which tends to zero.

The left side can also be found from the local law. As $\delta\mathbf J\cdot\varepsilon\,\delta\mathbf J=0$, it equals $\rho_{xx}\int|\delta\mathbf J|^2dA$. With $\rho_{xx}>0$ this forces $\delta\mathbf J=0$, and then $\delta\mathbf E=0$. The solution is unique, and by linearity $R$ depends on the sheet and not on $V$.

Applied to the solution itself, the same integration gives $\int\mathbf E\cdot\mathbf J\,dA=VI$, because the electrode at potential $V$ has outward normal $-\hat{\mathbf x}$. The power is thus $VI=\rho_{xx}\int|\mathbf J|^2dA$. The Hall term does no work itself, but at a given total current $I$ it raises the dissipation by making the current density non-uniform: by the Cauchy--Schwarz inequality $\int|\mathbf J|^2dA\ge I^2$, with equality only for a uniform current along $x$. At a given voltage the power $V^2/R$ is instead lowered, because $R$ is larger.

\subsection*{(c) Construct the dual fields}

\textit{Exchange the roles of current and field by turning each through a right angle. Find the material in which the new pair is a conduction problem, and choose the free scale so that it differs from the original sheet by the sign of $\rho_{xy}$ alone.}

\textbf{Solution.} Let $\kappa>0$ be a constant with the unit of resistance, and define
\begin{equation}
\mathbf E'=\kappa\,\varepsilon\mathbf J=\kappa(-J_y,J_x),\qquad
\mathbf J'=\frac1\kappa\,\varepsilon\mathbf E=\frac1\kappa(-E_y,E_x).
\label{dual}
\end{equation}
The two field equations change places:
\begin{align}
\partial_xE'_y-\partial_yE'_x&=\kappa(\partial_xJ_x+\partial_yJ_y)=0,\\
\partial_xJ'_x+\partial_yJ'_y&=\frac1\kappa(-\partial_xE_y+\partial_yE_x)=0 .
\end{align}
So $\mathbf E'$ is a legitimate electrostatic field because charge was conserved, and $\mathbf J'$ is a legitimate steady current because $\mathbf E$ was a gradient. A right-angle turn is what converts a divergence into a curl in two dimensions, which is why the argument belongs to sheets.

For the material law, invert the second definition to get $\mathbf E=\kappa\,\varepsilon^{-1}\mathbf J'$. Then
\begin{equation}
\mathbf E'=\kappa\,\varepsilon\rho^{-1}\mathbf E
=\kappa^2\,\varepsilon\rho^{-1}\varepsilon^{-1}\mathbf J'
=\kappa^2\rho^{-1}\mathbf J'
=\frac{\kappa^2}{\Delta}\,\rho^T\mathbf J' .
\label{dualrho}
\end{equation}
The third equality holds because $\rho^{-1}$ is a combination of the unit matrix and $\varepsilon$, and so commutes with $\varepsilon$; this is where isotropy enters. The last equality is (\ref{inverse}). The choice
\begin{equation}
\kappa=\sqrt{\Delta}
\end{equation}
makes the dual resistivity equal to $\rho^T$. The dual fields then live in a sheet with the same $\rho_{xx}$ and the opposite $\rho_{xy}$.

The power density is unchanged, since a common rotation preserves the scalar product and the factors $\kappa$ and $1/\kappa$ cancel: $\mathbf E'\cdot\mathbf J'=\mathbf J\cdot\mathbf E$. The dual sheet therefore dissipates power as a conductor should. Had both definitions not carried the same sense of rotation, this product would have been negative.

\subsection*{(d) Find the dual electrodes and the dual resistance}

\textit{Determine which sides carry electrodes in the dual problem, and express its resistance $R'$ through $R$.}

\textbf{Solution.} On the old electrodes $x=0,L$ the condition $E_y=0$ gives $J'_x=-E_y/\kappa=0$: they have become free edges. On the old free edges $y=0,L$ the condition $J_y=0$ gives $E'_x=-\kappa J_y=0$: the field has no component along them, so they have become electrodes.

The dual voltage, bottom minus top, and the dual current, counted upwards, are
\begin{equation}
V'=\int_0^LE'_y\,dy=\kappa\int_0^LJ_x\,dy=\kappa I,\qquad
I'=\int_0^LJ'_y\,dx=\frac1\kappa\int_0^LE_x\,dx=\frac V\kappa .
\label{dualVI}
\end{equation}
Their quotient is
\begin{equation}
R'=\frac{V'}{I'}=\frac{\kappa^2}{R}.
\label{product}
\end{equation}
A dual sheet that conducts badly corresponds to an original that conducts well. The corner growth is the same in both problems, because $|\mathbf E'|=\kappa|\mathbf J|=|\mathbf E|$ by (\ref{turn}). The dual fields thus belong to the class for which uniqueness was shown. The square shape has not yet been used to relate $R'$ to $R$.

\section{The resistance of the square and its use}

The symbols carried over are these. The sheet obeys $\mathbf E=\rho\mathbf J$ with $\rho=\rho_{xx}-\rho_{xy}\varepsilon$, where $\varepsilon$ is the quarter-turn. Its Hall angle is $\theta=\arctan(\rho_{xy}/\rho_{xx})$, and $\kappa=\sqrt{\Delta}$ with $\Delta=\rho_{xx}^2+\rho_{xy}^2$. The conduction problem with electrodes on $x=0,L$ has one solution for each $V$. It is $E_x-iE_y=C\,h^{-\theta/\pi}$, where $h$ depends on the shape and not on $\theta$. The dual fields $\mathbf E'=\kappa\varepsilon\mathbf J$ and $\mathbf J'=\varepsilon\mathbf E/\kappa$ solve a conduction problem with resistivity $\rho^T$ and electrodes on $y=0,L$. Its voltage is $V'=\kappa I$, its current $I'=V/\kappa$, and its resistance $R'=\kappa^2/R$.

The conduction problem has exactly one solution for each voltage, and its dual, with the sign of $\rho_{xy}$ reversed and the electrodes on the other two sides, has resistance $R'=\kappa^2/R$. It remains to use the symmetry of the square to find $R$ itself, and then to examine the limits of the result and apply it to a real material.
